\section*{Threshold voltage for silica-only tunnelling in a silica-hafnia gate stack}

\section*{The stack and its conventions}

Electrons in a silicon substrate face a layer of silica, then a layer of hafnia, then a gate held at positive voltage. The conduction-band edge of hafnia lies below that of silica. A sufficiently large voltage therefore pulls the hafnia band below the electron's energy while the silica is still a barrier. The problem is to find the voltage at which this happens, and what it does to the tunnelling probability.

Let $x=0$ be the silicon-silica interface, $x=t_1$ the silica-hafnia interface and $x=t_1+t_2$ the gate. The relative permittivities are $\varepsilon_1$ and $\varepsilon_2$. The voltage $V>0$ is the electrostatic potential difference across the two insulators, from $\phi(0)=0$ to $\phi(t_1+t_2)=V$. Part (g) relates it to the gate voltage.

Energies are in eV, lengths in nm and potentials in V, which suit a gate stack better than atomic units. An electron's potential energy $-e\phi$ in eV then has the numerical value of $-\phi$ in V, and $e$ is not written in energy balances. Energies are counted from the energy of the tunnelling electron. With no field, the band edges of silica and hafnia lie at $\Phi_1$ and $\Phi_2$ above it, with $\Phi_1>\Phi_2>0$.

The model is one-dimensional, with zero momentum parallel to the interfaces. The interfaces are sharp, the layers uniform and free of volume charge. Image-force rounding, traps and scattering are left out. ``Tunnelling only through silica'' means that the classically forbidden part of the path, where the band edge lies above the electron's energy, is confined to silica.

The example uses round model parameters: $\Phi_1=3.0$ eV, $\Phi_2=1.5$ eV, $t_1=1.5$ nm, $t_2=3.0$ nm, $\varepsilon_1=4$, $\varepsilon_2=20$, and tunnelling masses $m_1=0.5$ and $m_2=0.2$ electron masses.

\section*{(a) How the voltage divides}

\textit{Find the potential drop $V_1$ across silica when the inner interface carries no charge.}

\paragraph{Solution.} Without volume charge the potential is linear in each layer. Let $F_j=d\phi/dx$ be its slope in layer $j$; it is positive when the potential rises towards the gate. The normal electric displacement is continuous at an uncharged interface, so
\begin{equation}
\varepsilon_1F_1=\varepsilon_2F_2 .
\end{equation}
The drops add up to $V$:
\begin{equation}
V=F_1t_1+F_2t_2
 =F_1t_1+\frac{\varepsilon_1}{\varepsilon_2}F_1t_2
 =F_1t_1\left(1+\frac{\varepsilon_1t_2}{\varepsilon_2t_1}\right).
\end{equation}
Since $V_1=F_1t_1$,
\begin{equation}
V_1=\frac{V}{r},\qquad r=1+\frac{\varepsilon_1t_2}{\varepsilon_2t_1}.
\label{divide}
\end{equation}
The example has $r=1+(4\times3.0)/(20\times1.5)=1.4$. Although hafnia is twice as thick, it takes the smaller share of the voltage, because its permittivity is five times larger.

\section*{(b) The threshold}

\textit{Find the lowest voltage at which no part of the hafnia is forbidden. Check that silica is then forbidden throughout.}

\paragraph{Solution.} The band edges, relative to the electron's energy, are
\begin{equation}
U(x)=\begin{cases}
\Phi_1-F_1x, & 0<x<t_1,\\
\Phi_2-V_1-F_2(x-t_1), & t_1<x<t_1+t_2 .
\end{cases}
\label{edges}
\end{equation}
Here $F_2>0$, so the hafnia edge falls towards the gate and is highest at the inner interface, where it equals $\Phi_2-V_1$. The hafnia is free of forbidden regions when this highest value is not positive:
\begin{equation}
\Phi_2-V_1\le0
\quad\Longleftrightarrow\quad
\frac{V}{r}\ge\Phi_2 .
\end{equation}
The threshold is therefore
\begin{equation}
V^*=r\Phi_2=\Phi_2\left(1+\frac{\varepsilon_1t_2}{\varepsilon_2t_1}\right).
\label{threshold}
\end{equation}
At this voltage the silica edge falls from $\Phi_1$ to $\Phi_1-\Phi_2>0$. The whole silica layer is still forbidden, and its barrier is a trapezoid.

For the example, $V^*=1.4\times1.5=2.1$ V, or $0.0772$ hartree$/e$. Silica takes $1.5$ V and hafnia $0.6$ V. The fields are $1.5/1.5=1.0$ V/nm in silica and $0.6/3.0=0.2$ V/nm in hafnia.

For a given band height $\Phi_2$, the silica field at threshold, $F_1=\Phi_2/t_1$, does not depend on the thickness or permittivity of hafnia. These two enter $V^*$ through the voltage that hafnia takes while that field is being set up. If $t_2\to0$ or $\varepsilon_2\to\infty$, this extra voltage vanishes and $V^*\to\Phi_2$. If $t_1$ is reduced at fixed $t_2$, the required field grows as $1/t_1$ and so does the extra voltage. A thinner silica layer thus raises the threshold.

\section*{(c) The regimes on either side}

\textit{Describe the forbidden path at all positive voltages. Where does it end just below $V^*$, and up to what voltage is the full silica thickness tunnelled through?}

\paragraph{Solution.} Two more voltages matter. The hafnia edge at the gate is $\Phi_2-V$, which reaches zero at $V=\Phi_2$. The silica edge at the inner interface is $\Phi_1-V/r$, which reaches zero at
\begin{equation}
V^{**}=r\Phi_1 .
\end{equation}
Because $r>1$ and $\Phi_1>\Phi_2$, the order is $\Phi_2<V^*<V^{**}$, and there are four regimes.

\begin{itemize}
\item For $V<\Phi_2$, both layers are forbidden throughout.
\item For $\Phi_2<V<V^*$, silica and the first part of hafnia are forbidden. The hafnia barrier is a triangle.
\item For $V^*\le V<V^{**}$, the whole of silica is forbidden and hafnia is not.
\item For $V>V^{**}$, only the first part of silica is forbidden.
\end{itemize}

In the second regime the turning point lies at a depth $\ell$ inside hafnia, found by setting the second line of \eqref{edges} to zero:
\begin{equation}
\Phi_2-V_1-F_2\ell=0
\quad\Longrightarrow\quad
\ell=\frac{\Phi_2-V_1}{F_2}.
\label{length}
\end{equation}
At $V=1.8$ V the example has $V_1=1.8/1.4=1.286$ V and $F_2=(1.8-1.286)/3.0=0.171$ V/nm, so $\ell=0.214/0.171=1.25$ nm. As $V$ rises to $V^*$, the turning point moves back to the inner interface and $\ell\to0$.

The voltage $\Phi_2=1.5$ V thus marks the start of Fowler-Nordheim tunnelling in hafnia, meaning tunnelling through a triangular barrier into its conduction band. Silica-only tunnelling needs the further rise to $2.1$ V.

The upper limit is $V^{**}=1.4\times3.0=4.2$ V, with a silica field of $2.0$ V/nm. Silica breaks down at a field of rough size $1$ V/nm, so $V^*$ already belongs to a highly stressed layer, and $V^{**}$ is a boundary in the band diagram rather than a practical operating voltage.

\section*{(d) Charge at the inner interface}

\textit{Let the silica-hafnia interface carry a sheet charge $\sigma$, in $e/\mathrm{nm}^2$. Find the new threshold, including the case in which the hafnia band rises towards the gate.}

\paragraph{Solution.} The electric field along $x$ is $-F_j$. Gauss's law equates the jump in displacement to the sheet charge:
\begin{equation}
-\varepsilon_0\varepsilon_2F_2+\varepsilon_0\varepsilon_1F_1=\sigma
\quad\Longrightarrow\quad
F_2=\frac{\varepsilon_1F_1}{\varepsilon_2}-\frac{\sigma}{\varepsilon_0\varepsilon_2}.
\end{equation}
Inserting this in $V=F_1t_1+F_2t_2$ gives
\begin{equation}
V=rV_1-\frac{\sigma t_2}{\varepsilon_0\varepsilon_2}.
\label{charged}
\end{equation}
The hafnia edge is linear, so its maximum lies at one of its two ends. Both ends must be at or below the electron's energy. At the inner interface this requires $V_1\ge\Phi_2$, which by \eqref{charged} means
\begin{equation}
V\ge V_\sigma,\qquad
V_\sigma=r\Phi_2-\frac{\sigma t_2}{\varepsilon_0\varepsilon_2}.
\end{equation}
At the gate it requires $V\ge\Phi_2$. The threshold is the larger of the two:
\begin{equation}
V^*=\max\left(V_\sigma,\Phi_2\right).
\end{equation}
The interface decides as long as $V_\sigma\ge\Phi_2$. Subtracting $\Phi_2$ from both sides and multiplying by $\varepsilon_0\varepsilon_2/t_2$ turns this into
\begin{equation}
\sigma\le\sigma_{\max}=\frac{\varepsilon_0\varepsilon_1\Phi_2}{t_1}.
\end{equation}
At $\sigma=\sigma_{\max}$ and $V=\Phi_2$ the sheet charge accounts for the entire displacement in silica, and the hafnia band is flat. With more positive charge it rises towards the gate, and its far end sets the threshold.

In the example $\sigma_{\max}=0.221\ e/\mathrm{nm}^2$. Trapped electrons with $\sigma=-0.05\ e/\mathrm{nm}^2$ are well inside the first case. The shift can be written with $\sigma_{\max}$ as
\begin{equation}
-\frac{\sigma t_2}{\varepsilon_0\varepsilon_2}
=-\frac{\sigma}{\sigma_{\max}}\,(r-1)\Phi_2
=\frac{0.05}{0.221}\times0.6\ \mathrm{V}=0.136\ \mathrm{V},
\end{equation}
so the threshold rises to $2.24$ V. Negative charge holds up the hafnia band at the interface, and more voltage is needed to pull it down.

\section*{(e) The tunnelling exponent}

\textit{For an uncharged interface, derive the leading exponent of the transmission for $\Phi_2<V<V^{**}$. How does the hafnia contribution vanish at $V^*$? What replaces the silica contribution above $V^{**}$?}

\paragraph{Solution.} In a forbidden region of layer $j$ the Schr\"odinger equation reads $\psi''=\kappa^2\psi$, with $\kappa=c_j\sqrt{U}$ and $c_j=\sqrt{2m_j}/\hbar$. Writing $\psi=e^{-W}$ gives
\begin{equation}
(W')^2-W''=\kappa^2 .
\end{equation}
Where $\kappa$ changes little over a distance $1/\kappa$, $W''$ is small compared with $(W')^2$, and the decaying solution has $W'\simeq\kappa$. The amplitude falls by $e^{-S}$, where $S=\int\kappa\,dx$ over the forbidden path, and the probability by $e^{-2S}$. Matching at interfaces and turning points changes the factor in front, not this leading exponent.

For silica, substitute $u=\Phi_1-F_1x$, so that $dx=-du/F_1$:
\begin{align}
S_1&=c_1\int_0^{t_1}\sqrt{\Phi_1-F_1x}\,dx
=\frac{c_1}{F_1}\int_{\Phi_1-V_1}^{\Phi_1}\sqrt u\,du\notag\\
&=\frac{2c_1t_1}{3V_1}\left[\Phi_1^{3/2}-(\Phi_1-V_1)^{3/2}\right],
\label{S1}
\end{align}
where $F_1=V_1/t_1$ was used in the last step. For hafnia below $V^*$, let $s=x-t_1$ and integrate up to the turning point \eqref{length}:
\begin{equation}
S_2=c_2\int_0^{\ell}\sqrt{\Phi_2-V_1-F_2s}\,ds
=\frac{2c_2}{3F_2}(\Phi_2-V_1)^{3/2}.
\label{S2}
\end{equation}
From $V^*$ upwards, $S_2=0$.

To see how $S_2$ vanishes, use $V_1=V/r$ and $F_2=(V-V_1)/t_2$, which is proportional to $V$, so that $dF_2/dV=F_2/V$. Then
\begin{equation}
\frac{dS_2}{dV}=-\frac{c_2}{rF_2}(\Phi_2-V_1)^{1/2}
-\frac{2c_2}{3F_2V}(\Phi_2-V_1)^{3/2}.
\end{equation}
Both terms go to zero at $V^*$, so the exponent and its slope are continuous there. Differentiating the square root once more gives a term proportional to $(\Phi_2-V_1)^{-1/2}$, which diverges as $V^*$ is approached from below. The leading exponent thus has a singular curvature at threshold, but neither a jump nor a kink.

Above $V^{**}$ the silica integral stops where $u=0$. The lower limit in \eqref{S1} becomes zero, and
\begin{equation}
S_1=\frac{2c_1}{3F_1}\Phi_1^{3/2},
\end{equation}
the Fowler-Nordheim exponent of a triangular silica barrier. It joins \eqref{S1} continuously at $V_1=\Phi_1$.

At $V=1.8$ V the ratio of the two contributions follows from the data without evaluating $c_j$ separately:
\begin{equation}
\frac{S_2}{S_1}
=\sqrt{\frac{m_2}{m_1}}\,
\frac{(\Phi_2-V_1)^{3/2}/F_2}
{t_1\left[\Phi_1^{3/2}-(\Phi_1-V_1)^{3/2}\right]/V_1}
=0.632\times\frac{0.579}{3.44}=0.106 .
\end{equation}
This agrees with the integrated values $S_2=0.884$ and $S_1=8.316$. Hafnia adds little to the exponent although the forbidden path in it is nearly as long as in silica: its barrier is low there and its tunnelling mass small.

\section*{(f) What the electron wave does at threshold}

\textit{Compare $e^{-2(S_1+S_2)}$ with the transmission of the Schr\"odinger equation. Does the current show a step at $V^*$?}

\paragraph{Solution.} Let a wave arrive in a flat lead with mass $m_0=1$ electron mass and kinetic energy $0.10$ eV. Behind the hafnia place a flat lead with mass $m_2$ and the band edge that hafnia has at its gate end, which removes the reflection from a band step at the gate. A weaker reflection from the change of slope remains. Both $\psi$ and $\psi'/m$ are continuous at each interface, the second because the particle current must be. With incoming amplitude $A$, outgoing amplitude $C$ and wave numbers $k_{\rm in}$ and $k_{\rm out}$, the transmission is the ratio of currents,
\begin{equation}
T=\frac{k_{\rm out}/m_2}{k_{\rm in}/m_0}\left|\frac{C}{A}\right|^2 .
\end{equation}
The results are:
\begin{center}
\begin{tabular}{ccccc}
$V$ (V) & $S_1$ & $S_2$ & $e^{-2(S_1+S_2)}$ & $T$\\
\hline
1.8 & 8.316 & 0.884 & $1.02\times10^{-8}$ & $4.24\times10^{-9}$\\
2.1 & 8.112 & 0 & $8.99\times10^{-8}$ & $4.30\times10^{-8}$\\
2.4 & 7.900 & 0 & $1.38\times10^{-7}$ & $1.08\times10^{-7}$
\end{tabular}
\end{center}

At these three voltages the exponential alone exceeds $T$ by a factor between $1.3$ and $2.4$, the effect of the omitted prefactor. The exponent itself can be isolated by dividing $\hbar$ by a number $\lambda$. This multiplies $S_1+S_2$ by $\lambda$, while away from $V^*$ the prefactor tends to a value independent of $\lambda$. The change of $-\ln T$ between $\lambda=4$ and $\lambda=8$, divided by $4$, is $18.40$ at $1.8$ V and $15.79$ at $2.4$ V. The predictions for $2(S_1+S_2)$ are $18.40$ and $15.80$. Above threshold, the silica action alone therefore gives the leading exponent.

The transmission has no step. For $V>\Phi_2$ the band edges \eqref{edges} and the outgoing wave number depend smoothly on $V$, and hence so do the solution of the linear wave equation and its ratio $C/A$. A test at $V^*$ with steps of $0.001$ V gives slopes of $\ln T$ of $4.44\ \mathrm{V}^{-1}$ on the lower side and $4.42\ \mathrm{V}^{-1}$ on the upper side. The small difference is what ordinary curvature leaves over a finite step. The singular curvature found in part (e) belongs to the leading semiclassical exponent, not to the wave.

The change of regime appears instead as a gradual loss of steepness. From $1.8$ to $2.1$ V, $T$ grows by a factor of $10$; from $2.1$ to $2.4$ V, by a factor of $2.5$. In the first interval, the vanishing hafnia action contributes a factor of $5.9$ and the falling silica action a factor of $1.5$; the prefactor supplies the remaining $1.15$. This split is bookkeeping rather than a separation of causes: with $S_2<1$ and $\ell$ close to the length $(\hbar^2/2m_2F_2)^{1/3}\approx1$ nm over which the wave bends at a turning point, the semiclassical form is only a rough guide in hafnia. In the second interval there is no hafnia action left to remove. The silica action again contributes $1.5$, and the growing prefactor $1.6$. In this model $V^*$ is therefore not a sharp feature of the transmission. The steady loss of steepness belongs to the exit lead chosen here. An abrupt band step into a metal gate reflects the wave back into the allowed part of the hafnia, and the interference superposes oscillations on $\ln T$ as a function of $V$. These are still smooth at $V^*$, but they can mask the change of regime.

\section*{(g) Electron energy and gate voltage}

\textit{How does the threshold change for an electron with additional energy $\delta<\Phi_2$? How is $V$ related to the gate voltage?}

\paragraph{Solution.} Both band edges are measured from the electron's energy, so both heights fall by $\delta$. For an uncharged interface, \eqref{threshold} becomes
\begin{equation}
V^*(\delta)=r(\Phi_2-\delta)=V^*(0)-r\delta .
\end{equation}
For $\delta=0.10$ eV the threshold falls by $1.4\times0.10=0.14$ V. The factor $r$ appears because just $1/r$ of any change in stack voltage reaches the inner interface. In thermal-field emission, where electrons of several energies contribute, each energy has its own threshold. This spreads the change of regime further.

For the gate voltage $V_G$, follow the electrostatic potential from the silicon bulk to the gate. It rises by the surface potential $\psi_s$ within silicon and by $V$ across the stack. When silicon and insulators are all free of field, $V+\psi_s=0$, and the applied voltage just balances the difference between gate and substrate work functions, $\phi_{ms}=(W_{\rm gate}-W_{\rm substrate})/e$. Any further applied voltage appears as $V+\psi_s$, so for a gate without internal band bending
\begin{equation}
V_G=V+\psi_s+\phi_{ms}.
\end{equation}
The gate voltage at threshold follows by setting $V=V^*$ and taking $\psi_s$ at the corresponding silica field. This assumes that $\Phi_2$ is known at that field. In real silicon a strong surface field confines the electrons in a narrow well and raises their energy above the band edge at the surface, by a few tenths of an eV for a silica field near $1$ V/nm. If $\Phi_2$ is taken from the band offset alone, this rise acts as a field-dependent $\delta$ in $V^*(\delta)$ and lowers the threshold. The value $2.1$ V is a stack voltage and should be compared with a gate voltage only after $\psi_s$ and $\phi_{ms}$ have been added and the confinement rise has been allowed for; multiplied by $r=1.4$, a rise of a few tenths of an eV lowers the threshold by several tenths of a volt. The numerical output below lists the stack voltages and the other values of the example, but not $\psi_s$ or $\phi_{ms}$, which depend on the substrate and the gate.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Silica barrier height P1 = 3.00 eV
Hafnia barrier height P2 = 1.50 eV
Silica thickness = 1.50 nm
Hafnia thickness = 3.00 nm
Relative permittivities: silica 4.0, hafnia 20.0
Masses: silica 0.50, hafnia 0.20 electron masses
Incident lead: mass 1.0 electron masses, kinetic energy 0.10 eV
Stack-to-silica voltage ratio = 1.4000
Start of triangular hafnia barrier = 1.5000 V
Threshold V* = 2.1000 V
Threshold V* = 0.07717 hartree/e
End of full-silica tunnelling V** = 4.2000 V
At V*: silica drop 1.5000 V, hafnia drop 0.6000 V
At V*: silica field 1.0000 V/nm
At V*: hafnia field 0.2000 V/nm
At V**: silica field 2.0000 V/nm
V = 1.80 V: forbidden hafnia length 1.250 nm
  actions S1 = 8.3165, S2 = 0.8838 (no unit)
  semiclassical exp(-2S) = 1.020e-08 (no unit)
  wave transmission T = 4.239e-09 (no unit)
V = 2.10 V: forbidden hafnia length 0.000 nm
  actions S1 = 8.1124, S2 = 0.0000 (no unit)
  semiclassical exp(-2S) = 8.989e-08 (no unit)
  wave transmission T = 4.304e-08 (no unit)
V = 2.40 V: forbidden hafnia length 0.000 nm
  actions S1 = 7.8997, S2 = 0.0000 (no unit)
  semiclassical exp(-2S) = 1.375e-07 (no unit)
  wave transmission T = 1.075e-07 (no unit)
V = 1.80 V: exponent from waves 18.404, 2(S1+S2) 18.401 (no unit)
V = 2.40 V: exponent from waves 15.792, 2(S1+S2) 15.799 (no unit)
Voltage step for slopes of ln T = 0.001 V
Slope of ln T just below V* = 4.4389 1/V
Slope of ln T just above V* = 4.4205 1/V
Trapped sheet charge = -0.050 e/nm^2
Threshold with trapped charge = 2.2357 V
Shift by trapped charge = 0.1357 V
Largest sheet charge for the formula = 0.2211 e/nm^2
Extra electron energy = 0.10 eV
Threshold shift for hotter electron = -0.1400 V
\end{verbatim}
